# Dipolar hyperfine coupling of an off-centre nucleus to a spherical spin density

An unpaired electron is bound to a defect, and its spin density $\rho(r)$ is spherical about the defect centre and normalised to one. A nucleus with spin $\mathbf I$ sits at $\mathbf R=R\,\mathbf n$, with $R>0$ and $\mathbf n$ a unit vector. The problem is to find how the magnetic dipole coupling between the two spins depends on $\rho$, and then to apply the result to a shallow donor in silicon.

We take $\rho$ to be continuous everywhere, continuously differentiable with a bounded slope away from the centre, and to fall off faster than $r^{-3}$ at large $r$. The electron has an isotropic $g$ factor $g_e>0$, and the nuclear factor $g_n$ carries its own sign. SI units are used for the magnetic constants, nanometres for lengths and hertz for couplings divided by Planck's constant $h$. The test on a free atom is in bohr.

## (a) Write the dipolar tensor as an integral, and show that the integral exists

**Solution.** Let $\mathbf s$ be the vector from the nucleus to a point of the electron cloud. Two point dipoles have the energy

$$E=\frac{\mu_0}{4\pi}\left[\frac{\mathbf m_e\cdot\mathbf m_n}{s^3}-\frac{3(\mathbf m_e\cdot\mathbf s)(\mathbf m_n\cdot\mathbf s)}{s^5}\right].$$

The moments are $\mathbf m_e=-g_e\mu_B\mathbf S$ and $\mathbf m_n=g_n\mu_N\mathbf I$. Their product carries a minus sign, which reverses the bracket. Averaging over the cloud gives $E=\sum_{ij}S_iT_{ij}I_j$ with

$$T_{ij}=C\lim_{\varepsilon\to0}\int_{s>\varepsilon}\rho(|\mathbf R+\mathbf s|)\,\frac{3s_is_j-s^2\delta_{ij}}{s^5}\,d^3s,\qquad C=\frac{\mu_0}{4\pi}g_e\mu_Bg_n\mu_N .$$

The excluded region is a small sphere about the nucleus. This choice belongs to the definition: the field inside that sphere is treated separately and gives the isotropic contact coupling $a_{\rm iso}=(8\pi/3)C\rho(R)$. The full tensor is $A_{ij}=a_{\rm iso}\delta_{ij}+T_{ij}$.

The kernel grows as $s^{-3}$, so existence of the limit needs an argument. Over all directions the average of $s_is_j$ is $s^2\delta_{ij}/3$, so the kernel averages to zero on every sphere about the nucleus. Within a small fixed radius we may therefore replace $\rho(|\mathbf R+\mathbf s|)$ by $\rho(|\mathbf R+\mathbf s|)-\rho(R)$. For a differentiable density this difference is at most a constant times $s$. With the volume element $s^2\,ds\,d\Omega$, the radial integrand is then bounded, and the limit exists.

## (b) Relate the tensor to the second derivatives of a potential

Define $\phi(\mathbf R)=\int\rho(|\mathbf R+\mathbf s|)\,s^{-1}d^3s$, the potential of a charge cloud of density $\rho$ in Gaussian form. Find $\partial_i\partial_j\phi$, keeping any term that comes from the point $s=0$.

**Solution.** A derivative with respect to $\mathbf R$ acts on $\rho$ alone, where it equals a derivative with respect to $\mathbf s$. One integration by parts gives

$$\partial_i\phi=\int\frac{\partial_i\rho}{s}\,d^3s=-\int\rho\,\partial_i\!\left(\frac1s\right)d^3s=\int\rho\,\frac{s_i}{s^3}\,d^3s .$$

The surface term on a sphere of radius $\varepsilon$ has area of order $\varepsilon^2$ and integrand of order $1/\varepsilon$, so it vanishes. Differentiate once more and integrate by parts outside the small sphere:

$$\partial_j\partial_i\phi=\lim_{\varepsilon\to0}\left[\oint_{s=\varepsilon}\rho\,\frac{s_i}{s^3}\left(-\frac{s_j}{s}\right)dA-\int_{s>\varepsilon}\rho\,\partial_j\!\left(\frac{s_i}{s^3}\right)d^3s\right].$$

The normal is $-\mathbf s/s$ because it points out of the integration region, hence into the small sphere. With $dA=\varepsilon^2d\Omega$, the powers of $\varepsilon$ cancel in the surface term, which tends to

$$-\rho(R)\int\frac{s_is_j}{s^2}\,d\Omega=-\frac{4\pi}{3}\rho(R)\delta_{ij}.$$

In the volume term $\partial_j(s_i/s^3)=\delta_{ij}/s^3-3s_is_j/s^5$, and the minus sign in front turns this into the dipolar kernel. Therefore

$$\partial_i\partial_j\phi=\frac{T_{ij}}{C}-\frac{4\pi}{3}\rho(R)\,\delta_{ij}.$$

The tensor $T$ is traceless, so the trace of this equation is $\nabla^2\phi=-4\pi\rho$, which is Poisson's equation with the correct factor.

## (c) Evaluate the tensor for a spherical density

Express the answer through $\rho(R)$ and the mean density inside the sphere that passes through the nucleus,

$$\bar\rho(R)=\frac{3}{R^3}\int_0^R\rho(r)r^2\,dr .$$

**Solution.** Let $Q(R)=4\pi\int_0^R\rho r^2dr=(4\pi/3)R^3\bar\rho$ be the spin enclosed. For a radial potential, Poisson's equation reads $(R^2\phi')'=-4\pi R^2\rho$. Integration from the centre, where $R^2\phi'$ vanishes, gives

$$\phi'=-\frac{Q}{R^2},\qquad \phi''=\frac{2Q}{R^3}-\frac{Q'}{R^2}=\frac{2Q}{R^3}-4\pi\rho(R),$$

since $Q'=4\pi R^2\rho$. The Cartesian derivatives follow from $\partial_iR=n_i$ and $\partial_in_j=(\delta_{ij}-n_in_j)/R$:

$$\partial_i\partial_j\phi=\partial_i(\phi'n_j)=n_in_j\left(\phi''-\frac{\phi'}{R}\right)+\delta_{ij}\frac{\phi'}{R}.$$

Here $\phi''-\phi'/R=3Q/R^3-4\pi\rho$ and $\phi'/R=-Q/R^3$. Solving the result of (b) for $T_{ij}$,

$$\frac{T_{ij}}{C}=n_in_j\left(\frac{3Q}{R^3}-4\pi\rho\right)-\delta_{ij}\left(\frac{Q}{R^3}-\frac{4\pi}{3}\rho\right)=(3n_in_j-\delta_{ij})\left(\frac{Q}{R^3}-\frac{4\pi}{3}\rho\right).$$

Because $Q/R^3=(4\pi/3)\bar\rho$, this is

$$T_{ij}=b\,(3n_in_j-\delta_{ij}),\qquad b=\frac{4\pi}{3}C\left[\bar\rho(R)-\rho(R)\right].$$

The coupling is axial about the line from the centre to the nucleus, and its strength is proportional to the enclosed mean density minus the local density.

A free nitrogen atom in its quartet ground state gives a test on a computed density. Its three unpaired $2p$ electrons make a spherical spin density, which is divided by three to normalise it. The level is restricted open-shell Hartree–Fock in the cc-pVTZ basis, which leaves out electron correlation; the theorem needs only the sphericity. For a probe nucleus at $R=1.50$ bohr, $\bar\rho=0.044255$ and $\rho=0.017052$ bohr$^{-3}$, so

$$\frac bC=\frac{4\pi}{3}(0.044255-0.017052)=0.113948\ \text{bohr}^{-3}.$$

Direct integrals of the dipolar operator over the orbitals, with $\mathbf n=(1,2,2)/3$, also give $0.113948$ bohr$^{-3}$. The digits show the agreement within one basis, not the accuracy of the density: the cc-pVQZ and cc-pV5Z bases lower $b/C$ by 0.3 to 0.4%.

## (d) Explain the local term by the shell theorem

Outside a uniform spherical shell the potential is that of a point charge at its centre, and inside it is constant. This suggests $b=CQ/R^3$. Where does $-\rho(R)$ come from?

**Solution.** The argument is sound for every shell that does not pass through the nucleus. Set aside the shells between $R-\eta$ and $R+\eta$, with $\eta$ small. The inner shells then contribute $CQ/R^3$ as $\eta\to0$, and the outer ones nothing.

The thin layer that was set aside contains little spin, but part of it lies very close to the nucleus, where the kernel is large. Call its potential $\phi_s$. The spin of the layer inside radius $R$ is of order $\eta$, so $\phi_s'\to0$. The second derivative stays finite: from the expression in (c), $\phi_s''\to-4\pi\rho(R)$. The Hessian of the layer is thus $-4\pi\rho\,n_in_j$, and (b) gives its dipolar tensor:

$$\frac{T^{(s)}_{ij}}{C}=-4\pi\rho\,n_in_j+\frac{4\pi}{3}\rho\,\delta_{ij}=-\frac{4\pi}{3}\rho(R)\,(3n_in_j-\delta_{ij}).$$

This is the missing term. Removing a thin shell and removing a small sphere are different limits, and the definition in (a) calls for the sphere. Physically, the layer is a sheet of spin lying beside the nucleus, perpendicular to $\mathbf n$. Spins beside the nucleus couple with the opposite sign to spins placed along $\mathbf n$.

## (e) Find the sign of $b$, its limits, and what the full tensor measures

**Solution.** Integrating $3\int_0^R\rho r^2dr$ by parts gives $R^3\rho(R)-\int_0^Rr^3\rho'dr$, so that

$$\bar\rho(R)-\rho(R)=-\frac1{R^3}\int_0^Rr^3\rho'(r)\,dr .$$

A density that is uniform out to the nucleus gives no dipolar coupling. A density that falls outward has $\rho'<0$, and $b$ then takes the sign of $C$, hence of $g_n$.

The sign can reverse if the density is hollow. For $\rho=2r^2e^{-r^2}/(3\pi^{3/2})$, in model units, the defining integral gives $b/C=-0.04195$ at $R=0.6$, where the density still rises, and $+0.06873$ at $R=2.0$, beyond its maximum at $r=1$.

Near the centre of a smooth density, $\rho=\rho_0+\rho_2r^2$ gives $\bar\rho=\rho_0+\tfrac35\rho_2R^2$. Hence $b\simeq-(8\pi/15)C\rho_2R^2$ to leading order. Far outside the cloud, $\rho(R)\to0$ and $Q\to1$, and the point-dipole value $b\to C/R^3$ returns.

Adding the contact term gives the principal values along and across $\mathbf n$:

$$A_\parallel=a_{\rm iso}+2b=\frac{8\pi}{3}C\,\bar\rho(R),\qquad A_\perp=a_{\rm iso}-b=\frac{4\pi}{3}C\,[3\rho(R)-\bar\rho(R)].$$

The local density cancels from $A_\parallel$. For a truly spherical density, the parallel coupling measures the enclosed spin and the isotropic part measures the local density. $A_\perp$ changes sign where $\bar\rho=3\rho$.

## (f) Apply the result to an exponential donor envelope

Take $\rho=e^{-2r/a}/(\pi a^3)$, the ground state of a hydrogen-like donor, and set $x=R/a$. Find $b$ and its limits. Then evaluate it for $^{29}$Si nuclei with $a=2.0$ nm, a rough value for phosphorus in silicon.

**Solution.** With $t=2r/a$ the enclosed spin is

$$Q=\frac{4}{a^3}\int_0^Rr^2e^{-2r/a}dr=\frac12\int_0^{2x}t^2e^{-t}dt=1-(1+2x+2x^2)e^{-2x},$$

because $\int t^2e^{-t}dt=-(t^2+2t+2)e^{-t}$. Also $(4\pi/3)\rho=(4/3)e^{-2x}/a^3$, so

$$b=\frac{C}{a^3}\left[\frac{1-(1+2x+2x^2)e^{-2x}}{x^3}-\frac43e^{-2x}\right].$$

For small $x$, $\rho'\simeq-2/(\pi a^4)$. The integral in (e) then gives $\bar\rho-\rho\simeq R/(2\pi a^4)$, and

$$b\simeq\frac{2}{3}\frac{C}{a^3}\,x .$$

The growth is linear, not quadratic, because this density has a cusp at the centre. For large $x$, $b\to C/R^3$. The magnitude therefore rises from zero, passes a maximum and decays.

With $g_n=-1.11$, the constants give $C/h=-15711.8$ Hz nm$^3$. At $R=2$ nm the mean and local densities are $9.6485\times10^{-3}$ and $5.3848\times10^{-3}$ nm$^{-3}$:

$$\frac bh=-15711.8\times\frac{4\pi}{3}\times4.2637\times10^{-3}\ \text{Hz}\simeq-281\ \text{Hz}.$$

A point dipole at the donor would give $-1964$ Hz. Two effects cause the reduction. Only $0.323$ of the spin is enclosed, which leaves $-635$ Hz; the local term then adds $+354$ Hz. The largest magnitude, about 308 Hz, occurs at $R=1.31$ nm.

At 5 nm the coupling is $-92$ Hz, against $-126$ Hz for the point dipole. At 10 nm the two are $-15.55$ and $-15.71$ Hz, and at 15 nm both are $-4.7$ Hz.

The envelope's own $A_\perp/h$ is $-428$ Hz at 2 nm and $+57$ Hz at 5 nm. The sign changes because $\bar\rho/\rho$ is 1.8 at the first distance and 6.2 at the second, on either side of the value 3 found in (e).

## (g) Decide where the envelope result can be used in real silicon

**Solution.** The theorem requires the total density to be spherical. In a crystal the electron also has structure on the scale of an atom. At a silicon nucleus, part of the spin sits in that atom's own $p$-like orbitals, which are not spherical about the donor. Their dipolar coupling must be added to $b$.

Its size can be estimated by putting all the spin of one atomic cell into a single $3p$ orbital. The tensor of such an orbital has strength $\tfrac25|C|\langle r^{-3}\rangle$. Restricted open-shell Hartree–Fock for a free silicon atom (cc-pVDZ, correlation and crystal bonding left out) gives $\langle r^{-3}\rangle=2.034$ bohr$^{-3}$; larger basis sets raise it by 0.3 to 0.4%, which does not matter here. About 30% of this free-atom orbital lies outside a sphere with the volume of one cell. Confining it to that sphere would raise $\langle r^{-3}\rangle$ by a factor of about 1.4, so the result is an estimate of size and not a strict bound.

Interference between the six conduction-band valleys can raise the local density further. With equal envelopes $F$, the amplitude is $(2F/\sqrt6)(\cos\theta_x+\cos\theta_y+\cos\theta_z)$, where the $\theta$ are the valley phases. Its square is at most $6F^2$. The estimate is therefore

$$|b_{\rm site}|\approx|C|\times6\,\rho(R)\,\Omega\times\tfrac25\langle r^{-3}\rangle,$$

with $\Omega=0.02001$ nm$^3$ per atom. At 2 nm it is about 56 kHz, some 200 times the envelope part. At 10 nm it is 19 Hz, still above the envelope's 15.55 Hz, and the two are equal at 10.3 nm. At 15 nm it has dropped to 0.13 Hz, about 3% of $b$.

The tail of the real envelope depends on direction, which shifts this crossover. The effective masses make each valley's envelope an ellipsoid, here with radii 2.41 nm across and 1.37 nm along the valley axis. In the [001] direction the four valleys with the larger radius dominate at long range. At 15 nm their $F^2$ exceeds the spherical one by $\exp[30(1/2.00-1/2.41)]\approx13$, while four valleys allow an interference maximum of $16/6$ in place of 6. The on-site estimate becomes $0.126\times13\times(16/36)\approx0.7$ Hz, or about 16% of $b$. Relative to $b$ it varies as $R^3e^{-2R/a_t}$ with $a_t=2.41$ nm, which puts the [001] crossover near 12 nm. These figures are probably on the high side: a binding energy of about 46 meV and a transverse mass of 0.19 electron masses imply a faster decay at long range, with a length near 2.1 nm in place of 2.41 nm.

Along [001] the envelope part itself is much less sensitive. Replacing the sphere by an equal mixture of the three ellipsoidal densities, at fixed $a_t^2a_l=a^3$ (with $a_l$ the radius along the axis), changes $b$ along [001] by 2.2%, $-0.3$%, 2.3% and 1.1% at 2, 5, 10 and 15 nm. Other directions are affected more at short range. Along [111] $b$ falls by about 8% at 2 and 5 nm, and along [110] the tensor is no longer axial, so a single $b$ no longer describes it. Measured by the largest principal value of the difference from the spherical tensor, a measure that counts an axial change of $b$ twice, the departure at 2 nm is 4% of $b$ along [001], 17% along [111] and 23% along [110]. At 15 nm it is about 2% or less in these three directions.

Set beside a phosphorus donor in natural silicon, the 2 nm radius is a fair rough value, but the assumption of a smooth spherical density fails at the host nuclei. The contact coupling is affected as well: the Bloch function concentrates density at a silicon nucleus by a factor of roughly 200. This turns the envelope's $-709$ Hz at 2 nm into about $-140$ kHz before valley interference is included, so the relation between $A_\parallel$ and $\bar\rho$ cannot be applied to the measured tensor of a nearby $^{29}$Si. Even at 15 nm the contact part need not be negligible: the same factor gives 0.3 Hz for the spherical envelope, up to 1.9 Hz with valley interference, and up to about 11 Hz along [001] with the 2.41 nm radius, against $|b|=4.7$ Hz. At large distance the limit is another one. With a natural abundance of about 4.7%, the volume per $^{29}$Si corresponds to a spacing of 0.75 nm, at which two such nuclei have a dipolar coupling of about 11 Hz. The nearest one is usually closer, at a median distance of 0.38 nm, where the coupling is about 84 Hz. Both values exceed the 4.7 Hz found at 15 nm, so a separate splitting of that size is not expected to be resolved unless the nuclear couplings are averaged out. Thermal population of the excited valley states is negligible at 5 K: with a rough gap of 12 meV, they carry a relative weight of $4\times10^{-12}$.

For this donor, then, the estimate justifies taking $b$ as the whole dipolar coupling only from about 15 nm outward, where the on-site part is estimated at 3% of $b$ for the spherical envelope and about 16% along [001]. There $b$ is close to the point-dipole value. Nearer in, it is the contribution of the smooth envelope, to which the on-site part must be added.

## Computed values

```
N atom ROHF/cc-pVTZ, R = 1.50 bohr
  enclosed mean density = 0.044255 bohr^-3
  local density = 0.017052 bohr^-3
  b/C formula = 0.113948 bohr^-3
  b/C from integrals = 0.113948 bohr^-3
Hollow density, b/C at R=0.6: -0.04195 (model units)
Hollow density, b/C at R=2.0: 0.06873 (model units)
Donor radius a = 2.00 nm (rough)
29Si nuclear g factor = -1.11
C/h = -15711.8 Hz nm^3
R = 2 nm: enclosed spin = 0.32332
  mean = 9.6485e-03, local = 5.3848e-03 nm^-3
  b = -280.61 Hz, point dipole = -1963.98 Hz
  envelope contact a_iso = -708.8 Hz
  A_par = -1270.00 Hz, A_perp = -428.18 Hz
  mass anisotropy, [001]: b changes by 2.2 %
  on-site 3p estimate |b| = 5.58e+04 Hz
R = 5 nm: enclosed spin = 0.87535
  mean = 1.6718e-03, local = 2.6809e-04 nm^-3
  b = -92.38 Hz, point dipole = -125.69 Hz
  envelope contact a_iso = -35.29 Hz
  A_par = -220.05 Hz, A_perp = 57.09 Hz
  mass anisotropy, [001]: b changes by -0.3 %
  on-site 3p estimate |b| = 2.78e+03 Hz
R = 10 nm: enclosed spin = 0.99723
  mean = 2.3807e-04, local = 1.8064e-06 nm^-3
  b = -15.55 Hz, point dipole = -15.71 Hz
  envelope contact a_iso = -0.2378 Hz
  A_par = -31.34 Hz, A_perp = 15.31 Hz
  mass anisotropy, [001]: b changes by 2.3 %
  on-site 3p estimate |b| = 18.7 Hz
R = 15 nm: enclosed spin = 0.99996
  mean = 7.0733e-05, local = 1.2171e-08 nm^-3
  b = -4.65 Hz, point dipole = -4.66 Hz
  envelope contact a_iso = -0.001602 Hz
  A_par = -9.31 Hz, A_perp = 4.65 Hz
  mass anisotropy, [001]: b changes by 1.1 %
  on-site 3p estimate |b| = 0.126 Hz
Largest |b| = 308.2 Hz at R = 1.31 nm
On-site estimate equals |b| at R = 10.3 nm
Si 3p <r^-3> ROHF/cc-pVDZ = 2.034 bohr^-3
Volume per Si atom = 0.02001 nm^3
Largest valley interference factor = 6.0
Valley radii: 2.41 nm across, 1.37 nm along
Contact at 2 nm with Bloch factor 200: -142 kHz (rough)
29Si spacing = 0.75 nm, pair coupling = 11.1 Hz
Excited valley weight at 5 K = 4.0e-12
```
